\section*{Fermi-energy shift in linear response of metals with ultrasoft pseudopotentials}

\section*{Question}

I am computing the linear response of a metal to a zone-centre atomic displacement with ultrasoft pseudopotentials and Fermi--Dirac smearing. My induced density does not integrate to zero. In the norm-conserving case I cure this by adding the Fermi-level density times a shift of the Fermi energy, but now the overlap operator $S$ moves with the atom, and I do not know where its derivative $S^{(1)}$ belongs. Does it carry a charge that the Fermi shift must compensate? Should the Fermi-level density include the augmentation charges? I would like a formula that I can check on a small model.

\section*{Answer}

With a superscript $(1)$ for $d/d\lambda$, the shift at fixed electron number per cell is
\begin{equation}
N_F\,\varepsilon_F^{(1)}=\sum_i w\,\tilde\delta_i\,
\langle\psi_i|H^{(1)}_{\rm nl}-\varepsilon_i S^{(1)}|\psi_i\rangle
+\int n_F(\mathbf r)\,V^{(1)}(\mathbf r)\,d\mathbf r .
\label{eq:result}
\end{equation}
Here $\tilde\delta_i$ is the smeared delta function, $n_F$ is the augmented Fermi-level density, $N_F=\int n_F$, $V^{(1)}$ is the self-consistent change of the local potential, and $H^{(1)}_{\rm nl}$ is the change of the Hamiltonian caused by moving projectors and augmentation functions. The charge carried by $S^{(1)}$ appears twice in the induced density, as $-\sum_i w f_i S^{(1)}_{ii}$ and as $+\sum_i w f_i S^{(1)}_{ii}$, and cancels identically, so the Fermi shift does not compensate it. $S^{(1)}$ enters the shift through $-\varepsilon_i S^{(1)}_{ii}$ and, indirectly, through the shape of the induced density inside $V^{(1)}$.

\subsection*{Conventions}

Hartree atomic units are used and all integrals run over one cell. The label $i$ stands for a $\mathbf k$ point and a band, $w=2/N_k$ includes spin, and double sums over $i,j$ pair states of the same $\mathbf k$, because a lattice-periodic perturbation conserves $\mathbf k$. With one projector $\beta_a$ per atom (more projectors only add indices),
\begin{align}
K(\mathbf r)&=|\mathbf r\rangle\langle\mathbf r|+\sum_a Q_a(\mathbf r-\boldsymbol\tau_a)\,|\beta_a\rangle\langle\beta_a|,
\qquad S=\int K\,d\mathbf r=1+\sum_a q_a|\beta_a\rangle\langle\beta_a|,\\
n(\mathbf r)&=\sum_i w f_i K_{ii}(\mathbf r),\qquad
H=T+\sum_a D^0_a|\beta_a\rangle\langle\beta_a|+\int V K\,d\mathbf r,
\end{align}
where $q_a=\int Q_a$ and $X_{ij}=\langle\psi_i|X|\psi_j\rangle$. The potential couples to $K$ because the energy depends on the orbitals through $n$, and $K$ is the operator whose expectation value is $n$. The states obey $H\psi_i=\varepsilon_iS\psi_i$ and $S_{ij}=\delta_{ij}$, which gives the property used throughout,
\begin{equation}
\int K_{ij}(\mathbf r)\,d\mathbf r=\delta_{ij}.
\label{eq:norm}
\end{equation}
Occupations are $f_i=f(\varepsilon_i-\varepsilon_F)$ with $f(x)=1/(e^{x/\sigma}+1)$, and $\tilde\delta_i=-f'_i=f_i(1-f_i)/\sigma>0$. Then
\begin{equation}
n_F(\mathbf r)=\sum_i w\,\tilde\delta_iK_{ii}(\mathbf r),\qquad N_F=\int n_F\,d\mathbf r=\sum_i w\,\tilde\delta_i ,
\end{equation}
the last step by (\ref{eq:norm}). This $n_F$ is $\partial n/\partial\varepsilon_F$ at frozen Hamiltonian. The potential is $V=V_{\rm loc}+V_{\rm int}[n]$, so $V^{(1)}=V^{(1)}_{\rm loc}+\kappa\,n^{(1)}$ with the kernel $\kappa=\delta V_{\rm int}/\delta n$. The product rule applied to $H$ gives
\begin{equation}
H^{(1)}=H^{(1)}_{\rm nl}+\int V^{(1)}K\,d\mathbf r,\qquad
H^{(1)}_{\rm nl}=\sum_aD^0_a\big(|\beta_a\rangle\langle\beta_a|\big)^{(1)}+\int V K^{(1)}d\mathbf r ,
\label{eq:H1}
\end{equation}
and differentiating $S=\int K$ gives $\int K^{(1)}=S^{(1)}$.

\subsection*{First-order states and eigenvalues}

Expand $\psi_i^{(1)}=\sum_j c_{ji}\psi_j$ in the complete set of unperturbed states. Differentiating $(H-\varepsilon_iS)\psi_i=0$ gives $(H^{(1)}-\varepsilon_iS^{(1)}-\varepsilon_i^{(1)}S)\psi_i+(H-\varepsilon_iS)\psi_i^{(1)}=0$. Projecting on $\psi_j$ and using $\langle\psi_j|(H-\varepsilon_iS)|\psi_l\rangle=(\varepsilon_j-\varepsilon_i)\delta_{jl}$,
\begin{equation}
H^{(1)}_{ji}-\varepsilon_iS^{(1)}_{ji}-\varepsilon_i^{(1)}\delta_{ji}+(\varepsilon_j-\varepsilon_i)\,c_{ji}=0 .
\end{equation}
The cases $j=i$ and $\varepsilon_j\neq\varepsilon_i$ give
\begin{equation}
\varepsilon_i^{(1)}=H^{(1)}_{ii}-\varepsilon_iS^{(1)}_{ii},\qquad
c_{ji}=\frac{H^{(1)}_{ji}-\varepsilon_iS^{(1)}_{ji}}{\varepsilon_i-\varepsilon_j}.
\label{eq:first}
\end{equation}
Differentiating $\langle\psi_j|S|\psi_i\rangle=\delta_{ji}$ gives
\begin{equation}
c_{ij}^*+c_{ji}=-S^{(1)}_{ji},
\label{eq:orth}
\end{equation}
and in particular $2\,{\rm Re}\,c_{ii}=-S^{(1)}_{ii}$. A state must shrink along itself when the metric grows.

\subsection*{The induced density}

Write the derivative of $\rho=\sum_if_i|\psi_i\rangle\langle\psi_i|$ as $\sum_{ij}\rho^{(1)}_{ji}|\psi_j\rangle\langle\psi_i|$. The ket contributes $f_ic_{ji}$, the bra contributes $f_jc^*_{ij}$ after relabelling, and the occupation contributes on the diagonal:
\begin{equation}
\rho^{(1)}_{ji}=f_ic_{ji}+f_jc_{ij}^*+\delta_{ij}f_i^{(1)},\qquad
f_i^{(1)}=f_i'\,\big(\varepsilon_i^{(1)}-\varepsilon_F^{(1)}\big).
\end{equation}
For $\varepsilon_i\neq\varepsilon_j$, hermiticity of $H^{(1)}$ and $S^{(1)}$ turns (\ref{eq:first}) into $c_{ij}^*=(H^{(1)}_{ji}-\varepsilon_jS^{(1)}_{ji})/(\varepsilon_j-\varepsilon_i)$, so
\begin{equation}
\rho^{(1)}_{ji}=\frac{f_i-f_j}{\varepsilon_i-\varepsilon_j}H^{(1)}_{ji}
-\frac{\varepsilon_if_i-\varepsilon_jf_j}{\varepsilon_i-\varepsilon_j}S^{(1)}_{ji}.
\end{equation}
Define $\bar\varepsilon=(\varepsilon_i+\varepsilon_j)/2$, $\bar f=(f_i+f_j)/2$ and $F_{ij}=(f_i-f_j)/(\varepsilon_i-\varepsilon_j)$. Multiplying out, $\bar\varepsilon(f_i-f_j)+\bar f(\varepsilon_i-\varepsilon_j)=\varepsilon_if_i-\varepsilon_jf_j$, since the cross terms $\varepsilon_if_j$ and $\varepsilon_jf_i$ each occur once with each sign. The second fraction is therefore $\bar\varepsilon F_{ij}+\bar f$. On the diagonal, (\ref{eq:first}) and (\ref{eq:orth}) give $\rho^{(1)}_{ii}=-f_iS^{(1)}_{ii}+f_i'(H^{(1)}_{ii}-\varepsilon_iS^{(1)}_{ii})+\tilde\delta_i\varepsilon_F^{(1)}$. With $F_{ij}=f'_i$ whenever $\varepsilon_i=\varepsilon_j$, one expression covers both cases:
\begin{equation}
\rho^{(1)}_{ji}=F_{ij}\big(H^{(1)}-\bar\varepsilon S^{(1)}\big)_{ji}-\bar f\,S^{(1)}_{ji}+\delta_{ij}\tilde\delta_i\,\varepsilon_F^{(1)} .
\label{eq:rho1}
\end{equation}
It also covers degenerate pairs. Inside a degenerate level, choose the basis that diagonalizes $H^{(1)}-\varepsilon S^{(1)}$. There (\ref{eq:orth}) gives $\rho^{(1)}_{ji}=-fS^{(1)}_{ji}$ for $i\neq j$, which is (\ref{eq:rho1}) with its first term zero. Because $F$, $\bar\varepsilon$ and $\bar f$ are constant within the level, (\ref{eq:rho1}) keeps its form under any unitary rotation of the level and holds in every basis.

The density depends on $\lambda$ through $\rho$ and through $K$, so
\begin{align}
n^{(1)}&=n_{\rm pol}+n_{\rm orth}+n_{\rm mov}+n_F\,\varepsilon_F^{(1)},\label{eq:n1}\\
n_{\rm pol}&=\sum_{ij}wF_{ij}K_{ij}\big(H^{(1)}-\bar\varepsilon S^{(1)}\big)_{ji},\qquad
n_{\rm orth}=-\sum_{ij}w\bar fK_{ij}S^{(1)}_{ji},\qquad
n_{\rm mov}=\sum_iwf_iK^{(1)}_{ii}.
\end{align}
The last term of (\ref{eq:n1}) contains the full $K_{ii}$: an electron added at the Fermi level brings its augmentation charge with it. This answers the second question.

\subsection*{Charge balance and the shift}

Integrate each piece. By (\ref{eq:norm}) only $i=j$ survives in the double sums:
\begin{align}
\int n_{\rm pol}&=\sum_iwf_i'\big(H^{(1)}_{ii}-\varepsilon_iS^{(1)}_{ii}\big)=-\sum_iw\tilde\delta_i\,\varepsilon_i^{(1)},\\
\int n_{\rm orth}&=-\sum_iwf_iS^{(1)}_{ii},\qquad
\int n_{\rm mov}=+\sum_iwf_iS^{(1)}_{ii}.
\end{align}
The second line cancels. With the orbitals frozen, moving the projectors changes the augmentation charge by $\sum wfS^{(1)}_{ii}$, and restoring $S$-orthonormality removes exactly that amount. This must be so, because $\int n=\sum_iwf_i$ at every $\lambda$, and only occupations can change the electron number. The cancellation holds for the integrals only: $n_{\rm orth}+n_{\rm mov}$ is a neutral but nonzero density that acts through $\kappa$.

The charge induced with $\varepsilon_F$ frozen is thus $Q_\mu=-\sum_iw\tilde\delta_i\varepsilon_i^{(1)}$, and $\int n^{(1)}=Q_\mu+N_F\varepsilon_F^{(1)}=0$ gives
\begin{equation}
\varepsilon_F^{(1)}=-\frac{Q_\mu}{N_F}=\frac{1}{N_F}\sum_iw\,\tilde\delta_i\,\varepsilon_i^{(1)} .
\label{eq:avg}
\end{equation}
The Fermi level moves with the average level on the smeared Fermi surface. $Q_\mu$ is evaluated with the $V^{(1)}$ of the fixed-$N$ problem and is not the self-consistent response at fixed chemical potential. Inserting (\ref{eq:first}) and (\ref{eq:H1}), and using $\sum_iw\tilde\delta_i\int V^{(1)}K_{ii}=\int n_FV^{(1)}$, yields (\ref{eq:result}).

\subsection*{Closing the self-consistent loop}

$V^{(1)}$ depends on $n^{(1)}$, which depends on $\varepsilon_F^{(1)}$. Call $B$ the first sum in (\ref{eq:result}) and $a$ the part of $n_{\rm pol}+n_{\rm orth}+n_{\rm mov}$ obtained with $H^{(1)}_{\rm nl}$ in place of $H^{(1)}$. The rest of $n_{\rm pol}$ is $\int\chi V^{(1)}d\mathbf r'$ with
\begin{equation}
\chi(\mathbf r,\mathbf r')=\sum_{ij}wF_{ij}K_{ij}(\mathbf r)K_{ji}(\mathbf r'),\qquad
\int\chi\,d\mathbf r'=\sum_iwf_i'K_{ii}(\mathbf r)=-n_F(\mathbf r),
\end{equation}
again by (\ref{eq:norm}); the same holds for the integral over $\mathbf r$, since $F_{ij}=F_{ji}$ makes $\chi$ symmetric. Substituting (\ref{eq:result}) into (\ref{eq:n1}),
\begin{equation}
n^{(1)}=a+\frac{B}{N_F}n_F+\chi_NV^{(1)},\qquad
\chi_N(\mathbf r,\mathbf r')=\chi(\mathbf r,\mathbf r')+\frac{n_F(\mathbf r)\,n_F(\mathbf r')}{N_F},
\end{equation}
and with $V^{(1)}=V^{(1)}_{\rm loc}+\kappa n^{(1)}$,
\begin{equation}
(1-\chi_N\kappa)\,n^{(1)}=a+\frac{B}{N_F}n_F+\chi_NV^{(1)}_{\rm loc}.
\label{eq:scf}
\end{equation}
Integrating $\chi_N$ over either argument gives $-n_F+n_FN_F/N_F=0$. The integrals above, with $H^{(1)}_{\rm nl}$, give $\int a=-B$. Hence $\int n^{(1)}=-B+B+0=0$ for any $V^{(1)}$, converged or not. Provided the first-order states are solved accurately for the current $V^{(1)}$, a net charge during the self-consistent iterations signals a missing term, not slow convergence of the potential; a linear solver for $\psi_i^{(1)}$ that is stopped early can leave a residual charge of its own.

\subsection*{Invariances, limits and failures}

Add a $\lambda$-independent constant $c$ to $V$. Then $H\to H+cS$, so the states are unchanged and $\varepsilon_i\to\varepsilon_i+c$, while $H^{(1)}_{\rm nl}\to H^{(1)}_{\rm nl}+cS^{(1)}$ through $\int VK^{(1)}$. The combination $H^{(1)}-\varepsilon_iS^{(1)}$ is unchanged. A formula without $\varepsilon_iS^{(1)}$ moves by $c\langle S^{(1)}\rangle_F$, where $\langle S^{(1)}\rangle_F=\sum w\tilde\delta_iS^{(1)}_{ii}/N_F$, and so depends on the energy zero. A constant $c_1$ added to $V^{(1)}$ is different: it shifts $\varepsilon_F^{(1)}$ by $c_1\int n_F/N_F=c_1$ and leaves $n^{(1)}$ alone because $\chi_N$ annihilates constants. The value of $\varepsilon_F^{(1)}$ is therefore defined only relative to a convention for the average potential; below, the cell average of $V$ is held fixed.

For $Q_a=0$ one has $S^{(1)}=K^{(1)}=0$, and (\ref{eq:result}) is the norm-conserving formula. A rigid translation leaves the spectrum unchanged and gives $n(x-\lambda)$, so $\varepsilon_F^{(1)}=0$ and $n^{(1)}=-\partial_xn$. If a symmetry operation maps the structure at $\lambda$ onto that at $-\lambda$, $\varepsilon_F(\lambda)$ is even and the shift vanishes; more generally, $\varepsilon_F^{(1)}$ is linear in the displacement and unchanged when the displacement is replaced by its image under a symmetry operation, so it equals the shift produced by the group average of the displacement, and only a totally symmetric component can shift the Fermi level. For a wave vector $\mathbf q$ that is not a reciprocal-lattice vector the perturbation connects $\mathbf k$ to $\mathbf k+\mathbf q$, the diagonal elements in (\ref{eq:avg}) vanish, and there is no shift.

Dividing by $N_F$ in (\ref{eq:avg}) and in $\chi_N$ needs $N_F\neq0$. In an insulator with $\sigma$ far below the gap, $\tilde\delta\approx f/\sigma$ above the gap and $(1-f)/\sigma$ below it. Thermal electrons equal thermal holes, so (\ref{eq:avg}) tends to the mean of the two band-edge shifts, while $n_F\varepsilon_F^{(1)}$ vanishes exponentially. Once the thermal occupations fall below rounding error, the electron count no longer fixes $\varepsilon_F$ numerically, and (\ref{eq:avg}) evaluated at an arbitrary level in the gap can give a wrong shift. The derivation used no property of $f$ beyond differentiability, so it carries over to Methfessel--Paxton smearing, but there $\tilde\delta$ changes sign and $N_F$ can pass through zero on a coarse mesh, where (\ref{eq:avg}) and $\chi_N$ become singular. Without interaction ($\kappa=0$) the shift then diverges unless the right-hand side of (\ref{eq:result}) also vanishes. With interaction, (\ref{eq:n1}) gives $n^{(1)}=(1-\chi\kappa)^{-1}\big(a+\chi V^{(1)}_{\rm loc}+n_F\varepsilon_F^{(1)}\big)$, and inserting this into (\ref{eq:result}) makes the coefficient of $\varepsilon_F^{(1)}$ equal to $N_F-\int n_F\,\kappa(1-\chi\kappa)^{-1}n_F$, which is the self-consistent $dN/d\varepsilon_F$: integrate $(1-\chi\kappa)^{-1}n_F$ and use $\int\chi\,d\mathbf r=-n_F$. The interaction therefore does not remove the singularity but moves it from $N_F=0$ to the zero of this coefficient, which can lie very close by; if a single level supplies all of $n_F$, then $n_F$, $N_F$ and the coefficient vanish together.

Three omissions produce a net charge, each evaluated here at the correct $V^{(1)}$. Dropping $n_{\rm mov}$ leaves $-\sum wfS^{(1)}_{ii}$. Dropping $-\varepsilon_iS^{(1)}_{ii}$ from (\ref{eq:result}) alone raises $N_F\varepsilon_F^{(1)}$, and the charge, by $+\sum w\tilde\delta_i\varepsilon_iS^{(1)}_{ii}$. Adding only the smooth part of $n_F$ in (\ref{eq:n1}) leaves $-N_F^{\rm aug}\varepsilon_F^{(1)}$, where $N_F^{\rm aug}$ is the integral of the augmentation part.

\subsection*{Worked example}

The model is a one-dimensional chain with chosen parameters, not a real material. The cell has $L=6$ bohr and 3 electrons, with atoms A and B at $0$ and $2.2$ bohr, and $\lambda=\tau_B$. With $g_s(x)=e^{-x^2/2s^2}/(s\sqrt{2\pi})$, the projectors are $\beta(x)=(\pi s^2)^{-1/4}e^{-x^2/2s^2}$ with $s=0.7$ bohr, the augmentation functions are $q_a\,g_{0.4}$ with $q_A=0.3$, $q_B=0.6$, and $D^0_A=0.2$ Ha, $D^0_B=0.3$ Ha. The local wells are $-Z_a\,g_{0.6}$ with areas $1.0$ and $1.5$ Ha\,bohr, and the interaction is $V_{\rm int}=\kappa n$ with $\kappa(x-x')=U g_{0.5}(x-x')$, $U=1.0$ Ha\,bohr. The cell averages of $V_{\rm loc}$ and $V_{\rm int}$ are set to zero. The basis has 17 plane waves at each of 16 equally spaced $k$ points placed symmetrically about zero, and $\sigma=0.025$ Ha.

The Fermi level, $0.33067$ Ha, lies inside the second band, which spans $0.24122$ to $0.44472$ Ha on the mesh. Of the 3 electrons, $2.19272$ are smooth charge and $0.80728$ augmentation charge. The density of states is $N_F=6.0788560+1.4965509=7.5754069$ Ha$^{-1}$, smooth plus augmentation. The terms of (\ref{eq:result}), in bohr$^{-1}$, are
\begin{align}
N_F\varepsilon_F^{(1)}&=\underbrace{0.2549480}_{D^0}-\underbrace{0.1033506}_{\int VK^{(1)}}-\underbrace{0.1666790}_{\varepsilon S^{(1)}}
-\underbrace{0.2117129}_{n_F^{\rm smooth}V^{(1)}}+\underbrace{0.0069986}_{n_F^{\rm aug}V^{(1)}}=-0.2197959,\\
\varepsilon_F^{(1)}&=-0.2197959/7.5754069=-0.0290144\ \text{Ha/bohr}.
\end{align}
The last two terms can be split instead into a bare part $-0.3407958$ and an induced part $+0.1360815$, with the same sum; the induced potential opposes the bare one. The finite-difference value is also $-0.0290144$ Ha/bohr.

The charge balance in e/bohr is
\begin{equation}
\underbrace{0.2197959}_{\rm pol}-\underbrace{0.0025049}_{\rm orth}+\underbrace{0.0025049}_{\rm mov}-\underbrace{0.2197959}_{N_F\varepsilon_F^{(1)}}=0,
\end{equation}
and the quadrature of $n^{(1)}$ returns $-2.4\times10^{-16}$.

The charge $\sum wfS^{(1)}_{ii}$ is $0.0025$ e/bohr and does not depend on the energy zero. The term $\sum w\tilde\delta\,\varepsilon S^{(1)}_{ii}$ is $0.1667$ bohr$^{-1}$, but this size belongs to the chosen zero: adding $c$ to $V$ changes it by $cN_F\langle S^{(1)}\rangle_F$, with $N_F\langle S^{(1)}\rangle_F=7.5754069\times0.0673094=0.5099$ Ha$^{-1}$bohr$^{-1}$. With energies measured from $\varepsilon_F$ ($c=-0.33067$ Ha) it would be $0.1667-0.1686=-0.0019$ bohr$^{-1}$, and the $\int VK^{(1)}$ term would change by the same amount, so that only the difference of the two is fixed. The charge left by omitting this term depends on the energy zero in the same way. The smooth charge changes by $-0.0059377$ e/bohr and the augmentation charge by the opposite amount. This transfer is not the orthogonality charge. Through $K_{ij}$, $n_{\rm orth}$ has an augmentation part as well as a smooth part, so its smooth part differs from its total $-0.0025049$ e/bohr, and the off-diagonal terms of $n_{\rm pol}$, which carry no net charge, also move charge between the two parts.

The three omissions leave $-0.0025049$, $+0.1666790$ and $-1.4965509\times(-0.0290144)=+0.04342$ e/bohr. Without $\varepsilon S^{(1)}$ the shift becomes $-0.0290144+0.1666790/7.5754069=-0.0070118$ Ha/bohr. Moving the energy zero by $c=0.5$ Ha with $\langle S^{(1)}\rangle_F=0.0673094$ bohr$^{-1}$ changes this wrong value to $-0.0070118+0.5\times0.0673094=+0.0266429$ Ha/bohr, reversing its sign, while the correct shift stays at $-0.0290144$ Ha/bohr.

\subsection*{What the numerical check tests}

The numerical check below solves (\ref{eq:scf}) and compares it with an independent route. Atom B is displaced by $\pm h$ and $\pm2h$ with $h=0.002$ bohr, the generalized eigenproblem is solved to self-consistency with $\varepsilon_F$ found from $\sum wf=N$, and derivatives are taken as $[8(y_{1}-y_{-1})-(y_{2}-y_{-2})]/12h$. The comparison covers $\varepsilon_F^{(1)}$, $Q_\mu$, the smooth-charge change, every Fourier component of $n^{(1)}$ (largest error $2.1\times10^{-11}$ e/bohr$^2$) and $\varepsilon_i^{(1)}$ for the lowest four bands ($2.6\times10^{-11}$ Ha/bohr). It tests $n_F$ against a finite difference of $n$ in $\varepsilon_F$, the $S^{(1)}$ charge against a finite difference of $S$ between frozen states, and the sum rules of $\chi$ and $\chi_N$. A rigid translation gives $\varepsilon_F^{(1)}=-4.8\times10^{-15}$ Ha/bohr and reproduces $-\partial_xn$ to $1.3\times10^{-13}$ e/bohr$^2$. Placing B at $L/2$, where the mirror $x\to-x$ maps $L/2+\lambda$ onto $L/2-\lambda$ modulo $L$, gives $-5.4\times10^{-18}$ Ha/bohr.

\section*{Calculated quantities}
\begin{verbatim}
L = 6.0 bohr, plane waves = 17, k points = 16, N = 3.0 e/cell
sigma = 0.025 Ha, tau_A, tau_B = 0.0, 2.2 bohr
q_A, q_B = 0.3, 0.6; D0_A, D0_B = 0.2, 0.3 Ha
well areas A, B = 1.0, 1.5 Ha bohr, well width = 0.6 bohr
projector width = 0.7 bohr, Q width = 0.4 bohr
kernel U = 1.0 Ha bohr, width = 0.5 bohr; step h = 0.002 bohr
band 1: 0.09311 to 0.14780 Ha
band 2: 0.24122 to 0.44472 Ha
band 3: 0.63781 to 1.10048 Ha
eF = 0.3306733 Ha
smooth charge = 2.1927240 e
augmentation charge = 0.8072760 e
N_F = 7.5754069 1/Ha
N_F smooth = 6.0788560 1/Ha
N_F augmentation = 1.4965509 1/Ha
n_F at A = 2.4698157 1/(Ha bohr)
n_F at B = 1.4233111 1/(Ha bohr)
term D0 (bb)1 = 0.2549480 1/bohr
term int V K1 = -0.1033506 1/bohr
term -eps S1 = -0.1666790 1/bohr
term nF smooth * V1 = -0.2117129 1/bohr
term nF augm * V1 = 0.0069986 1/bohr
  (nF * Vloc1) = -0.3407958 1/bohr
  (nF * kappa n1) = 0.1360815 1/bohr
sum = N_F eF1 = -0.2197959 1/bohr
eF1 formula = -0.0290144 Ha/bohr
eF1 finite diff = -0.0290144 Ha/bohr
charge polarization = 0.2197959 e/bohr
charge orthogonality = -0.0025049 e/bohr
charge moving K1 = 0.0025049 e/bohr
charge K1 finite diff = 0.0025049 e/bohr
Q_mu formula = 0.2197959 e/bohr
Q_mu finite diff = 0.2197959 e/bohr
smooth charge change = -0.0059377 e/bohr
same, finite diff = -0.0059377 e/bohr
n1 at A = 0.0177026 e/bohr^2
n1 at B = -0.0011537 e/bohr^2
defect: no K1 = -0.0025049 e/bohr
defect: no eps S1 = 0.1666790 e/bohr
defect: smooth nF only = 0.0434215 e/bohr
<S1>_F = 0.0673094 1/bohr
energy-zero shift c = 0.5000000 Ha
eF1 after shift c = -0.0290144 Ha/bohr
eF1 without eps S1 = -0.0070118 Ha/bohr
same after shift c = 0.0266429 Ha/bohr
total induced charge = -2.4e-16 e/bohr
max error n1 = 2.1e-11 e/bohr^2, eps1 = 2.6e-11 Ha/bohr
translation: eF1 = -4.8e-15 Ha/bohr, n1 error = 1.3e-13 e/bohr^2
mirror site: eF1 = -5.4e-18 Ha/bohr
\end{verbatim}
